**Fine structure of nitrogen 2p³ ²D: contributions to the inverted splitting**

The program treats D = E(²D₅/₂) − E(²D₃/₂) in the Breit-Pauli approximation, where ζ is the one-electron spin-orbit parameter and M⁰ = (α²/4)∫∫P²(r)P²(s)/r_>³ dr ds for the 2p radial function P. It asserts that the one-electron coupling vanishes at first order in both ²D and ²P. It also asserts that direct Gaussian integrals and the 20-state 2p³ matrix reproduce the first-order splittings −(37/4)M⁰ for ²D and −(15/4)M⁰ for ²P, with M⁰ taken from separate radial quadrature. Further assertions cover the second-order term +(5/4)ζ²/[E(²P) − E(²D)] and the vanishing of a rank-2 spin operator in doublets. In pure 2p³ the output gives −13.6 cm⁻¹ at first order and +0.45 cm⁻¹ at second order in the spin-orbit operator. Configuration interaction lifts the one-electron cancellation by 2 to 3 cm⁻¹, and the five-electron model total is −10.2 cm⁻¹. This total depends on a small basis with 1s frozen and no f functions, so it is a model value.

## Check in Python

```python
# Fine structure of nitrogen 2p^3 2D in the Breit-Pauli approximation.
# Result under test: E(2D5/2)-E(2D3/2) = -(37/4) M0 at first order in 2p^3,
#   M0 = (alpha^2/4) int int P(r)^2 P(s)^2 / max(r,s)^3 dr ds,  P = r*R_2p,
# while one-electron spin-orbit coupling zeta gives zero at first order and
# +(5/4) zeta^2/(E(2P)-E(2D)) at second order.
# Configuration interaction (CI) then adds terms linear in zeta.
# Spin-orbit integrals use i*(alpha^2/2)*(grad a x grad b | 1/r12 | c d).
import numpy as np
from scipy import constants, linalg
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.special import gamma
from pyscf import gto, scf, fci
from pyscf.fci import cistring

alpha = constants.fine_structure
to_cm = constants.physical_constants[
    'hartree-inverse meter relationship'][0] / 100
half_a2 = alpha**2 / 2
Z = 7

# ---------- Hartree-Fock orbitals of the 4S state ----------
s_exp = 0.15 * 3.0**np.arange(10)
p_exp = 0.10 * 2.6**np.arange(8)
d_exp = 0.8
shells = [[0, [float(a), 1.0]] for a in s_exp]
shells += [[1, [float(a), 1.0]] for a in p_exp]
shells += [[2, [d_exp, 1.0]]]
mol = gto.M(atom='N 0 0 0', basis={'N': shells}, spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
nao, ns, n_p = mol.nao_nr(), len(s_exp), len(p_exp)
px = np.arange(ns, ns + 3 * n_p, 3)
overlap = mol.intor('int1e_ovlp')
Sp = overlap[np.ix_(px, px)]
core_s = mf.mo_coeff[:, mf.mo_occ == 2]
left, sing, _ = np.linalg.svd(mf.mo_coeff[px][:, mf.mo_occ == 1])
assert sing[1] < 1e-5 * sing[0]      # one common radial function
c2p = left[:, 0] * sing[0]
c2p /= np.sqrt(c2p @ Sp @ c2p)


def p_columns(radial):
    """Expand one radial p function into its x, y, z orbitals."""
    out = np.zeros((nao, 3))
    for m in range(3):
        out[px + m, m] = radial
    return out


# ---------- integrals ----------
hcore = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e', aosym='s1').reshape((nao,) * 4)
rinv = mol.intor('int1e_prinvxp', 3).reshape(3, nao, nao)
G = mol.intor('int2e_p1vxp1', 3, aosym='s1').reshape((3,) + (nao,) * 4)


def core_fields(core):
    """One-electron Coulomb and spin-orbit matrices with closed shells."""
    dm = 2 * core @ core.T
    h = hcore + np.einsum('ijkl,lk->ij', eri, dm)
    h = h - 0.5 * np.einsum('ijkl,jk->il', eri, dm)
    so = -Z * rinv + np.einsum('yijkl,lk->yij', G, dm)
    so = so - 1.5 * np.einsum('yijkl,jk->yil', G, dm)
    so = so - 1.5 * np.einsum('yijkl,li->ykj', G, dm)
    return h, so


def four_index(tensor, C):
    return np.einsum('abcd,ap,bq,cr,ds->pqrs', tensor, C, C, C, C,
                     optimize=True)


h_core, so_core = core_fields(core_s)
C3 = p_columns(c2p)
h3 = C3.T @ h_core @ C3
so3 = np.array([C3.T @ m @ C3 for m in so_core])
eri3 = four_index(eri, C3)
G3 = np.array([four_index(g, C3) for g in G])
zeta = -half_a2 * so3[2, 0, 1]

# ---------- radial quadrature, independent of the Gaussian integrals ------
u = np.linspace(-10, 4, 12001)
r = np.exp(u)
norms = np.sqrt(2 * (2 * p_exp)**2.5 / gamma(2.5))
P2 = (r**2 * (np.exp(-np.outer(r**2, p_exp)) @ (norms * c2p)))**2
inside = cumulative_trapezoid(P2 * r, u, initial=0)
assert abs(inside[-1] - 1) < 1e-6
r3_mean = trapezoid(P2 / r**3 * r, u)
M0 = alpha**2 / 4 * 2 * trapezoid(P2 * inside / r**3 * r, u)
zeta_nuc = half_a2 * Z * r3_mean
zeta_nuc_int = half_a2 * Z * (C3.T @ rinv[2] @ C3)[0, 1]
assert abs(zeta_nuc_int / zeta_nuc - 1) < 1e-5

# orbital matrix elements g(ab;cd) for m=1 and m=0 orbitals
m1 = np.array([-1, -1j, 0]) / np.sqrt(2)
m0 = np.array([0, 0, 1.0])


def g_element(a, b, c, d):
    return 1j * half_a2 * np.einsum('pqrs,p,q,r,s->', G3[2],
                                    a.conj(), c, b.conj(), d)


g_direct = g_element(m1, m0, m1, m0)
g_exchange = g_element(m1, m0, m0, m1)
g_exchange2 = g_element(m0, m1, m1, m0)
assert abs(g_direct / M0 + 7 / 5) < 1e-4
assert abs(g_exchange / M0 - 3 / 10) < 1e-4
assert abs(g_exchange2 / M0 - 3 / 10) < 1e-4
assert abs(g_element(m0, m1, m0, m1)) < 1e-6 * M0

# ---------- all 20 states of 2p^3 in Fock space ----------
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                 [[1, 0], [0, -1]]]) / 2
one = np.eye(2)
lower, parity = np.array([[0, 1.0], [0, 0]]), np.diag([1.0, -1])
ann = []
for k in range(6):
    op = np.eye(1)
    for j in range(6):
        op = np.kron(op, parity if j < k else lower if j == k else one)
    ann.append(op)
ann = np.array(ann)
cre = ann.transpose(0, 2, 1)
number = np.einsum('kij,kji->i', cre, ann)
three = np.where(np.abs(number - 3) < 1e-9)[0]
assert len(three) == 20


def fock_one(h):
    full = sum(h[p, q] * cre[p] @ ann[q] for p in range(6) for q in range(6))
    return full[np.ix_(three, three)]


def fock_two(W):
    """Sum of W[p,q,r,s] a+_p a+_q a_s a_r."""
    pairs = np.array([ann[s] @ ann[q] for q in range(6) for s in range(6)])
    T = (W.reshape(36, 36) @ pairs.reshape(36, -1)).reshape(36, 64, 64)
    full = sum(cre[p] @ cre[q] @ T[6 * p + q]
               for p in range(6) for q in range(6))
    return full[np.ix_(three, three)]


W_c = 0.5 * np.einsum('acbd,pr,qs->apbqcrds', eri3, one, one)
W_so = np.einsum('kacbd,kpr,qs->apbqcrds', G3, spin, one)
W_so = W_so + 2 * np.einsum('kacbd,pr,kqs->apbqcrds', G3, one, spin)
H_coul = fock_one(np.kron(h3, one)) + fock_two(W_c.reshape((6,) * 4))
H_one = fock_one(1j * half_a2 * np.einsum(
    'kac,kpr->apcr', so3, spin).reshape(6, 6))
H_two = fock_two(1j * half_a2 * W_so.reshape((6,) * 4))
assert np.abs(H_two - H_two.conj().T).max() < 1e-12
E_c, V_c = np.linalg.eigh(H_coul)
V_D, V_P = V_c[:, 4:14], V_c[:, 14:]
gap_PD = E_c[14:].mean() - E_c[4:14].mean()
assert np.ptp(E_c[4:14]) < 1e-8 and np.ptp(E_c[14:]) < 1e-8


def split(levels):
    """Higher-J minus lower-J energy, identified by degeneracy."""
    w = np.sort(levels)
    n_hi = len(w) // 2 + 1
    n_lo = len(w) - n_hi
    if np.ptp(w[:n_hi]) < np.ptp(w[n_lo:]):
        return w[:n_hi].mean() - w[n_hi:].mean()
    return w[n_lo:].mean() - w[:n_lo].mean()


for V in (V_D, V_P):
    assert np.abs(V.conj().T @ H_one @ V).max() < 1e-6 * zeta
D_first = split(np.linalg.eigvalsh(V_D.conj().T @ H_two @ V_D))
P_first = split(np.linalg.eigvalsh(V_P.conj().T @ H_two @ V_P))
assert abs(D_first / (-37 / 4 * M0) - 1) < 1e-4
assert abs(P_first / (-15 / 4 * M0) - 1) < 1e-4
D_zeta2 = split(np.linalg.eigvalsh(H_coul + H_one)[4:14])
D_zeta2_formula = 1.25 * zeta**2 / gap_PD
assert abs(D_zeta2 / D_zeta2_formula - 1) < 1e-2
D_p3 = split(np.linalg.eigvalsh(H_coul + H_one + H_two)[4:14])
D_second = D_p3 - D_first
assert D_first < 0 < D_zeta2

# ---------- rank-2 spin operators vanish in doublets of three spins -------
s1 = [np.kron(np.kron(s, one), one) for s in spin]
s2 = [np.kron(np.kron(one, s), one) for s in spin]
s3 = [np.kron(np.kron(one, one), s) for s in spin]
S2 = sum((a + b + c) @ (a + b + c) for a, b, c in zip(s1, s2, s3))
rank2 = 3 * s1[2] @ s2[2] - sum(a @ b for a, b in zip(s1, s2))
_, V_spin = np.linalg.eigh(S2)
doublets, quartets = V_spin[:, :4], V_spin[:, 4:]
assert np.abs(doublets.conj().T @ rank2 @ doublets).max() < 1e-12
assert np.abs(quartets.conj().T @ rank2 @ quartets).max() > 0.1


# ---------- configuration interaction ----------
def lowest(matvec, diag, start):
    """Davidson iteration; the start vector fixes the spatial symmetry."""
    basis, images = [start], [matvec(start)]
    for _ in range(60):
        B, HB = np.array(basis), np.array(images)
        w, v = np.linalg.eigh(B @ HB.T)
        x = v[:, 0] @ B
        res = v[:, 0] @ HB - w[0] * x
        if np.linalg.norm(res) < 1e-5:
            return x
        den = diag - w[0]
        new = res / np.where(np.abs(den) < 0.05, 0.05, den)
        for _ in range(2):
            new = new - B.T @ (B @ new)
            new /= np.linalg.norm(new)
        basis.append(new)
        images.append(matvec(new))
    raise AssertionError('CI iteration did not converge')


def ci_splitting(core, C, lz, nelec, x_index):
    """2D splitting linear in H_so: (one-electron, two-electron) parts."""
    norb = C.shape[1]
    h_ao, so_ao = core_fields(core)
    h = C.T @ h_ao @ C
    so_z = C.T @ so_ao[2] @ C
    coul, g_z = four_index(eri, C), four_index(G[2], C)
    na, nb = (cistring.num_strings(norb, n) for n in nelec)
    links = tuple(cistring.gen_linkstr_index_trilidx(range(norb), n)
                  for n in nelec)
    h2 = fci.direct_spin1.absorb_h1e(h, coul, norb, nelec, 0.5)
    diag = np.asarray(fci.direct_spin1.make_hdiag(
        h, coul, norb, nelec)).ravel()

    def matvec(v):
        return fci.direct_spin1.contract_2e(
            h2, v.reshape(na, nb), norb, nelec, links).ravel()

    inner = 1 if x_index == 1 else 0     # doubly occupied 2s, if active
    states = []
    for paired in (x_index, x_index + 1):
        up = inner | (1 << x_index) | (1 << (x_index + 1))
        down = inner | (1 << paired)
        start = np.zeros((na, nb))
        start[cistring.str2addr(norb, nelec[0], up),
              cistring.str2addr(norb, nelec[1], down)] = 1
        states.append(lowest(matvec, diag, start.ravel()).reshape(na, nb))
    _, (aa, ab, _, bb) = fci.direct_spin1.trans_rdm12s(
        states[0], states[1], norb, nelec)
    ba = ab.transpose(2, 3, 0, 1)
    others = sum(nelec) - 1
    d_up = np.einsum('pqrr->pq', aa + ab) / others
    d_down = np.einsum('pqrr->pq', bb + ba) / others
    ml = np.sum(lz * (d_up + d_down))
    assert abs(abs(ml) - 1) < 1e-3       # states are M_L = +1 or -1
    part1 = half_a2 * 0.5 * np.sum(so_z * (d_up - d_down))
    part2 = half_a2 * np.sum(g_z * (1.5 * (aa - bb) - 0.5 * (ab - ba)))
    return np.array([part1, part2]) * 2 / ml * 2.5


# p shell that responds to the r^-3 perturbation, and one diffuse p shell
veff = mf.get_veff(mol, mf.make_rdm1())
F = (hcore + 0.5 * (veff[0] + veff[1]))[np.ix_(px, px)]
R3 = rinv[2][np.ix_(px, px + 1)]
free = linalg.null_space((Sp @ c2p)[None, :])
eps = c2p @ F @ c2p
response = -free @ np.linalg.solve(free.T @ (F - eps * Sp) @ free,
                                  free.T @ R3 @ c2p)


def orthonormal(vectors):
    out = []
    for v in vectors:
        v = v / np.sqrt(v @ Sp @ v)
        for _ in range(2):
            for w in out:
                v = v - w * (w @ Sp @ v)
            v = v / np.sqrt(v @ Sp @ v)
        out.append(v)
    return out


diffuse = np.eye(n_p)[1]
few = orthonormal([c2p, response, diffuse])
every = orthonormal([c2p] + list(np.eye(n_p)[:-1]))
C_few = np.hstack([p_columns(v) for v in few])
C_all = np.hstack([p_columns(v) for v in every])
C_d = np.eye(nao)[:, ns + 3 * n_p:]
lz_p = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 0.0]])
lz_d = np.zeros((5, 5))                  # order xy, yz, z2, xz, x2-y2
lz_d[4, 0], lz_d[0, 4], lz_d[3, 1], lz_d[1, 3] = -2, 2, -1, 1

ci_p3 = ci_splitting(core_s, C3, lz_p, (2, 1), 0)
assert abs(ci_p3[0]) < 1e-5 * zeta
assert abs(ci_p3[1] / D_first - 1) < 1e-3
ci_few = ci_splitting(core_s, C_few, linalg.block_diag(*[lz_p] * 3),
                      (2, 1), 0)
ci_all = ci_splitting(core_s, C_all, linalg.block_diag(*[lz_p] * n_p),
                      (2, 1), 0)
C_val = np.hstack([core_s[:, 1:2], C_few, C_d])
lz_val = linalg.block_diag(np.zeros((1, 1)), *[lz_p] * 3, lz_d)
ci_val = ci_splitting(core_s[:, :1], C_val, lz_val, (3, 2), 1)
for result in (ci_few, ci_all, ci_val):
    assert abs(result[0]) * to_cm > 0.1  # cancellation is lifted by mixing
total = ci_val.sum() + D_second
assert total < 0


def show(label, value, unit, digits=3):
    print(f'{label}: {value:.{digits}f} {unit}')


print('Nitrogen; splittings are higher J minus lower J')
print(f'Gaussian shells s, p, d: {ns}, {n_p}, 1')
show('s exponents, smallest', s_exp[0], 'bohr^-2')
show('s exponents, ratio', s_exp[1] / s_exp[0], '(no unit)')
show('p exponents, smallest', p_exp[0], 'bohr^-2')
show('p exponents, ratio', p_exp[1] / p_exp[0], '(no unit)')
show('d exponent', d_exp, 'bohr^-2')
show('diffuse p exponent in small CI', p_exp[1], 'bohr^-2')
show('Hartree-Fock energy of 4S', mf.e_tot, 'hartree', 5)
show('<r^-3> of 2p', r3_mean, 'bohr^-3', 4)
show('zeta from bare nucleus', zeta_nuc * to_cm, 'cm^-1', 2)
show('zeta screened by 1s2 2s2', zeta * to_cm, 'cm^-1', 2)
show('M0', M0 * to_cm, 'cm^-1', 4)
show('g(10;10)/M0', g_direct.real / M0, '(no unit)', 5)
show('g(10;01)/M0', g_exchange.real / M0, '(no unit)', 5)
show('2D first-order splitting / M0', D_first / M0, '(no unit)', 5)
show('2P first-order splitting / M0', P_first / M0, '(no unit)', 5)
show('E(2P)-E(2D) in 2p^3', gap_PD * to_cm, 'cm^-1', 1)
show('2D two-electron first order', D_first * to_cm, 'cm^-1')
show('2P two-electron first order', P_first * to_cm, 'cm^-1')
show('2D zeta^2 term, diagonalized', D_zeta2 * to_cm, 'cm^-1')
show('2D zeta^2 term, formula', D_zeta2_formula * to_cm, 'cm^-1')
show('2D all second order in H_so', D_second * to_cm, 'cm^-1')
show('2D full 2p^3 splitting', D_p3 * to_cm, 'cm^-1')
for name, value in (('3 p shells', ci_few), ('all p shells', ci_all),
                    ('2s + 3 p + d shells', ci_val)):
    show(f'CI {name}, one-electron part', value[0] * to_cm, 'cm^-1')
    show(f'CI {name}, two-electron part', value[1] * to_cm, 'cm^-1')
    show(f'CI {name}, sum', value.sum() * to_cm, 'cm^-1')
show('2D valence CI + second order in H_so', total * to_cm, 'cm^-1')
show('same total', total * 1e6, 'microhartree')
print('all good')
```

Running it gives:

```
Nitrogen; splittings are higher J minus lower J
Gaussian shells s, p, d: 10, 8, 1
s exponents, smallest: 0.150 bohr^-2
s exponents, ratio: 3.000 (no unit)
p exponents, smallest: 0.100 bohr^-2
p exponents, ratio: 2.600 (no unit)
d exponent: 0.800 bohr^-2
diffuse p exponent in small CI: 0.260 bohr^-2
Hartree-Fock energy of 4S: -54.39489 hartree
<r^-3> of 2p: 3.0851 bohr^-3
zeta from bare nucleus: 126.20 cm^-1
zeta screened by 1s2 2s2: 77.21 cm^-1
M0: 1.4727 cm^-1
g(10;10)/M0: -1.40000 (no unit)
g(10;01)/M0: 0.30000 (no unit)
2D first-order splitting / M0: -9.25000 (no unit)
2P first-order splitting / M0: -3.75000 (no unit)
E(2P)-E(2D) in 2p^3: 15561.7 cm^-1
2D two-electron first order: -13.623 cm^-1
2P two-electron first order: -5.523 cm^-1
2D zeta^2 term, diagonalized: 0.479 cm^-1
2D zeta^2 term, formula: 0.479 cm^-1
2D all second order in H_so: 0.452 cm^-1
2D full 2p^3 splitting: -13.171 cm^-1
CI 3 p shells, one-electron part: 2.427 cm^-1
CI 3 p shells, two-electron part: -12.563 cm^-1
CI 3 p shells, sum: -10.136 cm^-1
CI all p shells, one-electron part: 2.968 cm^-1
CI all p shells, two-electron part: -12.279 cm^-1
CI all p shells, sum: -9.311 cm^-1
CI 2s + 3 p + d shells, one-electron part: 2.361 cm^-1
CI 2s + 3 p + d shells, two-electron part: -13.016 cm^-1
CI 2s + 3 p + d shells, sum: -10.655 cm^-1
2D valence CI + second order in H_so: -10.203 cm^-1
same total: -46.487 microhartree
all good
```
